Oxygen-17 quadrupole coupling and the Si-O-Si angle from hybrid orbitals

**The exercise**

An oxygen atom bridges two silicon atoms and makes equivalent bonds to them at the angle θ, with 90° < θ ≤ 180°. Describe its valence shell by four orthonormal real hybrids of 2s and 2p. Two point along the bonds and hold n_b electrons each; the other two are lone pairs and hold n_L electrons each, with n_L > n_b because the bonding electrons are shared with silicon. Assume that Δ = n_L − n_b and the 2p average ⟨r⁻³⟩ do not change with θ. Neglect all charge outside this valence shell and any distortion of the 1s core.

Put the oxygen nucleus at the origin, x along the bisector of the bonds, y normal to the Si-O-Si plane and z parallel to the line joining the silicon atoms. Let V_ab be the traceless second derivative of the electrostatic potential at the nucleus, in atomic units, with electron charge −1. Order its principal values as |V₁| ≥ |V₂| ≥ |V₃| and define

C_Q = eQV₁/h,  η = (V₃ − V₂)/V₁,

where Q is the nuclear quadrupole moment.

(a) Find the field gradient of one 2p electron.

(b) Find the s fraction of a bond hybrid as a function of θ.

(c) Find the tensor V for the bridging oxygen.

(d) For obtuse angles near 180°, find C_Q(θ)/C_Q(180°) and η(θ). How far down in angle do the formulas hold? What does η do at 180°, and on what does that depend?

(e) Compare with a Hartree-Fock calculation on the cluster H₃Si-O-SiH₃, and decide which assumptions of the model survive.

**Hints**

For (a): differentiate the potential of a point charge twice, then average over the angular density of the orbital. One component is enough, since symmetry and zero trace give the others.

For (b): the two bond hybrids must be orthogonal.

For (c): four orthonormal hybrids span the whole s-p shell. Use this to remove the lone pairs from the density matrix, so that their shapes are never needed.

For (d): write everything in terms of c = cot²(θ/2), and check which principal value is largest before forming η.

For (e): compare ratios as well as absolute values, because the ratios do not contain Q.

**Solution**

*(a) One electron.* A charge q at position r produces the potential q/|R − r| at R. Its second derivatives at R = 0 are

q(3r_a r_b − r²δ_ab)/r⁵.

For an electron q = −1. With β the angle from the z axis, the angular density of p_z is proportional to cos²β, so

⟨cos²β⟩ = ∫u⁴du / ∫u²du = (1/5)/(1/3) = 3/5, with u = cosβ running from −1 to 1.

Hence ⟨3cos²β − 1⟩ = 4/5, and

V_zz = −(4/5)⟨r⁻³⟩,  V_xx = V_yy = +(2/5)⟨r⁻³⟩.

The last two are equal by axial symmetry, and the trace must vanish. An s density is spherical and contributes nothing to the traceless tensor; the angular integration is done first, so the growth of r⁻³ near the nucleus causes no difficulty. Products of s and p are odd under inversion, whereas the operator is even, so they contribute nothing either.

For populations N_x, N_y, N_z, adding the three orbitals gives

V_zz = (4/5)⟨r⁻³⟩[(N_x + N_y)/2 − N_z],

and the other diagonal elements follow by permuting the labels. A p_x-p_z cross term in the density matrix would produce V_xz, so it has to be examined below.

*(b) Hybridization.* With s the s fraction of each bond hybrid,

b₁ = √s |s⟩ + √(1 − s)[cos(θ/2)|p_x⟩ + sin(θ/2)|p_z⟩],

b₂ = √s |s⟩ + √(1 − s)[cos(θ/2)|p_x⟩ − sin(θ/2)|p_z⟩].

Their overlap is s + (1 − s)[cos²(θ/2) − sin²(θ/2)], and the bracket is cosθ. Orthogonality therefore requires

s + (1 − s)cosθ = 0,  s = −cosθ/(1 − cosθ).

The fraction is 1/2 at 180° and falls to zero at 90°. For acute angles it would be negative: real s-p hybrids cannot then follow the bonds. The p fraction is

1 − s = 1/(1 − cosθ) = 1/[2sin²(θ/2)].

*(c) The tensor.* Let l₁ and l₂ be the lone-pair hybrids. The density matrix on oxygen is

D = n_b(b₁b₁ᵀ + b₂b₂ᵀ) + n_L(l₁l₁ᵀ + l₂l₂ᵀ).

Completeness states that b₁b₁ᵀ + b₂b₂ᵀ + l₁l₁ᵀ + l₂l₂ᵀ = 1. Eliminating the lone pairs gives

D = n_L·1 − Δ(b₁b₁ᵀ + b₂b₂ᵀ).

The first term fills the three p orbitals equally and has no field gradient. The second describes a deficit of Δ electrons in each bond hybrid. Thus n_L need not be 2, and it does not matter which pair of orthogonal lone-pair hybrids is chosen.

The deficits in the p orbitals are

along z: 2Δ(1 − s)sin²(θ/2) = Δ,

along x: 2Δ(1 − s)cos²(θ/2) = Δcot²(θ/2) = Δc,

along y: 0.

The p_x-p_z cross terms of b₁ and b₂ have opposite signs and cancel, so x, y and z are the principal axes. In a linear bridge the whole p deficit lies along z; the s orbital has a deficit too, but it produces no field gradient. Bending leaves that part unchanged and opens a second deficit along x, because the hybrids gain p character and turn towards the bisector.

Now N_x = n_L − Δc, N_y = n_L and N_z = n_L − Δ. With K = (4/5)⟨r⁻³⟩Δ,

V_zz = K[(−c + 0)/2 + 1] = K(1 − c/2),

V_xx = K[(0 − 1)/2 + c] = K(c − 1/2),

V_yy = K[(−c − 1)/2 − 0] = −K(1 + c)/2.

The sum is zero, as required.

*(d) Coupling and asymmetry.* Over the allowed range of angles 0 ≤ c < 1, so V_zz is positive and V_yy negative. Their magnitudes differ by

|V_zz| − |V_yy| = K[(1 − c/2) − (1 + c)/2] = K(1/2 − c).

For c < 1/2, V_zz is therefore the larger. In that range |V_xx| = K(1/2 − c), and |V_yy| − |V_xx| = 3Kc/2 ≥ 0. The order is V₁ = V_zz, V₂ = V_yy, V₃ = V_xx, and

η = [(c − 1/2) + (1 + c)/2]/(1 − c/2) = (3c/2)/(1 − c/2) = 3c/(2 − c).

The half-angle formulas give c = (1 + cosθ)/(1 − cosθ). Then 2 − c = (1 − 3cosθ)/(1 − cosθ), and c = 0 at 180°, so

C_Q(θ)/C_Q(180°) = 1 − c/2 = (1 − 3cosθ)/[2(1 − cosθ)],

η(θ) = 3(1 + cosθ)/(1 − 3cosθ).

Since c = 1 − 2s, the coupling ratio is also 1/2 + s, and η = 3(1 − 2s)/(1 + 2s).

The limit c = 1/2 means 2 + 2cosθ = 1 − cosθ, or cosθ = −1/3. The formulas hold from 180° down to 109.47°, where η reaches 1.

At 180° the asymmetry vanishes. To see how, set θ = π − δ with δ small and in radians. Then c = tan²(δ/2) ≈ δ²/4, and to leading order

η ≈ 3δ²/8,  C_Q(θ)/C_Q(180°) ≈ 1 − δ²/8.

Both changes are quadratic, and that of η has three times the coefficient.

The vanishing depends on more than the angle. It needs V_xx = V_yy, which the model supplies by giving both lone pairs the same population and ignoring the surroundings. A threefold axis through a linear bridge also guarantees it, since a symmetric tensor unchanged by a 120° rotation about z has equal xx and yy components. A linear bridge in a solid without such an axis may have η ≠ 0.

*(e) The cluster.* The calculation is restricted Hartree-Fock with the cc-pVTZ basis on O, 6-31G* on Si and 6-31G on H. The Si-O and Si-H lengths are fixed at 1.64 and 1.48 Å, and the silyl groups are tetrahedral. One hydrogen of each group lies in the Si-O-Si plane, trans to the other silicon. At 180° the cluster has a threefold axis. Electron correlation, relaxation, vibration and the rest of a solid are left out, so this is a comparison level and not a stand-in for experiment.

Take θ = 135°, where s = 0.4142. The model gives

C_Q ratio = 0.5 + 0.4142 = 0.914,

η = 3(1 − 0.8284)/(1 + 0.8284) = 0.28.

The cluster tensor there is V_xx = −0.3163, V_yy = −0.6654, V_zz = 0.9817, so

η = (−0.3163 + 0.6654)/0.9817 = 0.36.

With the rough value Q = −0.026 barn for ¹⁷O, one atomic unit of V corresponds to −6.109 MHz. The cluster coupling is 0.9817 × (−6.109) = −6.0 MHz, against −7.1 MHz at 180°, a ratio of 0.84. The sign is negative because V_zz is positive and Q negative. The absolute values are not converged in the basis. With an uncontracted quadruple-zeta set plus tight p and d functions on O, a triple-zeta set on Si and polarized H, V_zz drops by about 6%, giving −5.6 MHz at 135° and −6.7 MHz at 180°. The ratios and η at 120° and 135° move by less than 0.01.

| θ | C_Q ratio: model, cluster | η: model, cluster |
|---|---|---|
| 120° | 0.83, 0.71 | 0.60, 0.72 |
| 135° | 0.91, 0.84 | 0.28, 0.36 |
| 150° | 0.96, 0.93 | 0.11, 0.15 |
| 165° | 0.99, 0.98 | 0.03, 0.04 |
| 180° | 1, 1 | 0, 0 |

The model has the right principal axis and the right direction of both trends at these angles. It underestimates the changes: the fractional loss of coupling on bending in the cluster is between 1.7 and 2 times that in the model.

The asymmetry can also be turned into an angle. Multiplying out η(1 − 3cosθ) = 3 + 3cosθ gives

cosθ = (η − 3)/[3(1 + η)].

Inserting the cluster values of η returns 116.3°, 130.6°, 145.3° and 160.9° for the four bent geometries, which is 4° to 5° too small. Near linearity the inversion is also sensitive: δ² ≈ 8η/3 gives dδ/dη ≈ 4/(3δ), which grows without limit as δ → 0.

The oxygen 2p populations, evaluated in intrinsic atomic orbitals (a minimal atomic set adapted to the occupied molecular orbitals), show what lies behind the comparison. At 180° they are N_x = N_y = 1.884 and N_z = 1.607, so Δ = 0.277. At 120° they are N_x = 1.827, N_y = 1.882 and N_z = 1.619, so N_y − N_z = 0.263. In this population scheme a constant Δ is thus good to about 5% of its value at 180°. The deficit along x does appear, but it is 0.055 electron instead of the predicted Δc = 0.263/3 = 0.088. Populations are not observables, and these numbers depend on the scheme. Summed over all oxygen p functions, natural atomic orbitals give Δ = 0.18 at 180° and an x deficit of 0.059 at 120° against a predicted 0.062. Mulliken populations give Δ = 0.58 at 180° and 0.42 at 120°, with an x deficit of 0.146 against 0.139.

These populations alone do not explain the cluster asymmetry. Inserted in the formula of part (a), the 120° values give

η = (3/2)(N_y − N_x)/[(N_x + N_y)/2 − N_z] = 0.0825/0.2356 = 0.35,

about half of the cluster's 0.72. Other schemes give 0.43 (meta-Löwdin), 0.56 (natural orbitals) and 0.64 (Mulliken). With so wide a spread, the model's value of 0.60 is not evidence that its p populations are quantitatively right.

The absolute size of V_zz needs the same caution. A singly occupied 2p orbital of the free atom has ⟨r⁻³⟩ = 5.040 in this Hartree-Fock treatment. With it, the populations at 180° give V_zz = 0.8 × 5.040 × 0.2775 = 1.119, within 4% of the full 1.164. The doubly occupied 2p orbital has a smaller ⟨r⁻³⟩, 4.70, so the closeness depends partly on this choice. The larger oxygen basis raises the singly occupied value from 5.04 to 5.14. Moreover, density built from oxygen basis functions alone gives 1.415, and everything else contributes −0.251. This remainder contains the other nuclei, the density on the silyl groups and the overlap density between them and oxygen. It is therefore not a pure outside charge, and its size changes with the basis. The close agreement does not show that charge outside the oxygen valence shell can be neglected.

At 120° the same two parts are 0.964 and −0.135. With this basis the remainder becomes less negative on bending, so the excess fall of V_zz comes from the oxygen functions. Another basis would divide the total differently. A change in the radial shape of 2p that differs from one direction to another is a possible cause; the numbers here do not test it.

**Variation 1: angles below 109.47°**

*What replaces the two laws for 90° < θ < 109.47°?*

Now 1/2 < c < 1, and V_yy has the largest magnitude. Both other values are positive, with V_zz − V_xx = 3K(1 − c)/2 > 0. Hence V₁ = V_yy, V₂ = V_zz, V₃ = V_xx, and

η = (V_xx − V_zz)/V_yy = [−3K(1 − c)/2]/[−K(1 + c)/2] = 3(1 − c)/(1 + c).

Since 1 − c = −2cosθ/(1 − cosθ) and 1 + c = 2/(1 − cosθ),

η = −3cosθ,  C_Q(θ)/C_Q(180°) = −(1 + c)/2 = −1/(1 − cosθ).

The coupling changes sign at the switch, but its magnitude is continuous: both expressions give 3/4 there. No component of V jumps; only the label of the largest one changes. As θ approaches 90°, η tends to zero again. The bonds then use pure p orbitals, and equal deficits along x and z make the charge axial about y.

**Variation 2: a linear bridge in a site that is not axial**

*At θ = 180°, let the surroundings make N_x and N_y differ by a small amount ε = |N_x − N_y|. What is η?*

From the population formula,

V_xx − V_yy = (4/5)⟨r⁻³⟩[(N_y + N_z)/2 − N_x − (N_x + N_z)/2 + N_y] = (4/5)⟨r⁻³⟩(3/2)(N_y − N_x).

Dividing the magnitude by V_zz, and writing Δ̄ = (N_x + N_y)/2 − N_z, gives

η = 3ε/(2Δ̄).

This holds while V_zz remains the largest component, that is, for ε ≤ 2Δ̄/3. With Δ̄ = 0.2775 from the linear cluster, an imbalance of 0.01 electron gives η = 0.015/0.2775 = 0.05. This is only a rough guide, because it uses the populations alone, and both ε and Δ̄ depend on the population scheme; at 120° in part (e) the intrinsic-orbital populations gave just half of the cluster's asymmetry. For comparison, the model assigns only 0.03 to a bridge bent to 165°. A small measured asymmetry is therefore not, by itself, proof of a bent bridge.

The full set of computed values is in the numerical output below.

Table of computed values

```
Q(17O), rough input: -0.026 barn
C_Q per atomic unit of V: -6.109 MHz
Si-O 1.64 angstrom, Si-H 1.48 angstrom
axis switch angle: 109.47 deg
free O atom 2p <r^-3>: 5.040 a.u. (radial quadrature 5.040)
finite-difference check of V, relative error: 1.6e-04
MODEL: angle/deg, s fraction, C_Q/C_Q(180), eta
  120  0.3333  0.8333  0.6000
  135  0.4142  0.9142  0.2815
  150  0.4641  0.9641  0.1117
  165  0.4913  0.9913  0.0262
  180  0.5000  1.0000  0.0000
CLUSTER tensor: angle/deg, Vxx, Vyy, Vzz (a.u.)
  120  -0.1173  -0.7112  0.8286
  135  -0.3163  -0.6654  0.9817
  150  -0.4587  -0.6257  1.0844
  165  -0.5474  -0.5967  1.1441
  180  -0.5819  -0.5819  1.1638
C_Q: angle/deg, cluster MHz, anchored model MHz, cluster ratio
  120  -5.062  -5.925  0.7119
  135  -5.997  -6.500  0.8435
  150  -6.625  -6.855  0.9317
  165  -6.990  -7.048  0.9831
  180  -7.110  -7.110  1.0000
ETA: angle/deg, cluster, model, angle inferred from cluster eta/deg
  120  0.7168  0.6000  116.3
  135  0.3556  0.2815  130.6
  150  0.1540  0.1117  145.3
  165  0.0431  0.0262  160.9
  180  0.0000  0.0000  180.0
O 2p populations: angle/deg, Nx, Ny, Nz (electrons)
  120  1.8269  1.8819  1.6188
  135  1.8514  1.8839  1.6104
  150  1.8688  1.8847  1.6072
  165  1.8798  1.8847  1.6066
  180  1.8841  1.8841  1.6066
Vzz (a.u.): angle/deg, from populations, O functions only, full
  120  0.9498  0.9637  0.8286
  135  1.0370  1.1510  0.9817
  150  1.0869  1.2906  1.0844
  165  1.1116  1.3824  1.1441
  180  1.1188  1.4153  1.1638
delta_pop that reproduces cluster Vzz at 180 deg: 0.2887
delta_pop from populations at 180 deg: 0.2775
RHF energy at 180 deg: -656.28855 hartree
```
